\section*{Maxwell's Approximation for Diffusion Around Impermeable Spheres}

\section{A film with obstacles}

A polymer film on a wafer is exposed to the vapour of a metal precursor. The precursor dissolves in the polymer and diffuses inward. Now the same polymer is loaded with small, dense silica spheres that the precursor cannot enter. Part of the volume is lost to transport, and the molecules must travel around the obstacles. By how much does the steady flux fall, and does the filling time change by the same factor?

Let $c$ be the concentration in the polymer, called the matrix, and $D_0$ its diffusivity there. The matrix is uniform and the local flux is $-D_0\nabla c$. The spheres have equal radius $a$, do not overlap, occupy a volume fraction $f$, and are arranged isotropically on average. They are much smaller than the film thickness, and their surfaces are taken as inert.

For a macroscopic gradient $G$ of matrix concentration along $z$, the flux per \emph{total} area has magnitude $pD_0G$. This defines $p$. If permeability is defined with vapour pressure as the driving force, $D_0$ is multiplied by the solubility of the matrix. That factor is common to the filled and unfilled film, so $p=P/P_0$ is also the ratio of permeabilities.

\section{One sphere}

In steady state $\nabla^2c=0$. Far from a single sphere let $c=Gz=Gr\cos\theta$, with the constant background dropped. The sphere can only produce a response with the same angular dependence, so try $c=g(r)\cos\theta$. Laplace's equation becomes
\begin{equation}
g''+\frac{2}{r}g'-\frac{2}{r^2}g=0 .
\end{equation}
A power $r^s$ solves it if $s(s-1)+2s-2=(s-1)(s+2)=0$. Hence $g=G(r+B/r^2)$. No flux enters the sphere, so
\begin{equation}
g'(a)=G\left(1-\frac{2B}{a^3}\right)=0,\qquad B=\frac{a^3}{2},
\end{equation}
and
\begin{equation}
c=G\left(r+\frac{a^3}{2r^2}\right)\cos\theta .
\label{one}
\end{equation}
The second term is a dipole field. On the surface $c=\tfrac32Ga\cos\theta$: concentration builds up on the side facing the incoming flux and is depleted on the other side.

\section{From surface concentration to flux}

Take a block of height $H$, cross-section $S$ and volume $V=HS$, containing many whole spheres. Hold $c=\pm GH/2$ on the faces $z=\pm H/2$ and let no flux cross the side walls. Both $c$ and $z$ satisfy Laplace's equation in the matrix, so Green's identity gives
\begin{equation}
\oint\left(c\,\partial_nz-z\,\partial_nc\right)dS=0,
\label{green}
\end{equation}
where the normal points out of the matrix. The contributions are as follows.

On the top face $\partial_nz=1$ and $c=GH/2$; on the bottom face both change sign. The first term therefore gives $2(GH/2)S=GV$. By the definition of $p$, the integral of $\partial_zc$ over either face is $pGS$. The second term gives $-(H/2)pGS$ from each face, in total $-pGV$. The side walls give nothing, since $\partial_nz=\partial_nc=0$ there.

On a sphere $\partial_nc=0$, while $\partial_nz=-\cos\theta$ because the normal points into the sphere. Around sphere $i$, the field arriving from all other sources is regular and can be expanded in spherical harmonics. Let $g_i$ be the $z$ component of its gradient at the sphere's centre. By (\ref{one}) this part gives a surface concentration $\tfrac32g_ia\cos\theta$. All other harmonics integrate to zero against $\cos\theta$. Thus
\begin{equation}
-\int c\cos\theta\,dS=-\frac32g_ia\,a^2\,\frac{4\pi}{3}
=-\frac32\,v\,g_i,\qquad v=\frac{4\pi a^3}{3}.
\end{equation}
Adding all pieces, $GV-pGV-\tfrac32v\sum_ig_i=0$. With $N$ spheres, $f=Nv/V$, and
\begin{equation}
p=1-\frac32fA,\qquad A=\frac{1}{NG}\sum_ig_i .
\label{exact}
\end{equation}
This relation involves no approximation beyond the stated transport model. The whole difficulty is now in $A$, the mean incident gradient relative to the macroscopic one.

If the spheres are few and far apart, each sees the macroscopic gradient, so $A=1$ and
\begin{equation}
p\simeq1-\frac32f .
\label{dilute}
\end{equation}
The loss exceeds the blocked volume $f$. To see why, note that the integral of $\partial_zc$ over the matrix part of a horizontal section is the same at every height, by flux conservation. Integrating over height shows that the mean of $\partial_zc$ within the matrix is $pG/(1-f)$, which is $G(1-f/2)$ to first order. The volume loss accounts for $f$, and the weaker mean driving gradient in the matrix for another $f/2$.

Equation (\ref{dilute}) would make $p$ vanish at $f=2/3$, even where the matrix still forms connected paths. At finite $f$, a better value of $A$ is needed.

\section{Maxwell's cluster}

Place $N$ spheres inside a large imaginary sphere of radius $R$, with $f=Na^3/R^3$, and surround this cluster by pure matrix. Far away the gradient is $G_0$. Maxwell's premise is that the spheres respond, on average, as if each saw $G_0$. Their dipole strengths then add to
\begin{equation}
N\frac{G_0a^3}{2}=\frac{f}{2}G_0R^3 .
\label{cluster}
\end{equation}
At large distance the different positions of the dipoles affect only faster-decaying terms.

The premise has a reason. The gradient produced by one dipole at another is proportional, along the applied direction, to $1-3\cos^2\vartheta$, where $\vartheta$ is the angle of their separation. In a spherical cluster with an isotropic arrangement, this averages to zero over all pairs. What remains is the response to a response, which is of second order in the interaction. As a test, 257 spheres on a cubic lattice, cut to a spherical cluster at $f=0.20$, were allowed to interact as dipoles. Their mean incident gradient was $1.0008\,G_0$.

Now replace the cluster by a homogeneous sphere of relative permeability $p$. Inside, $c=g_{\rm in}r\cos\theta$; outside, $c=G_0(r+\beta R^3/r^2)\cos\theta$. Continuity of concentration and of normal flux at $r=R$ requires
\begin{align}
G_0(1+\beta)&=g_{\rm in},\\
G_0(1-2\beta)&=p\,g_{\rm in}.
\end{align}
Substituting the first into the second gives $1-2\beta=p+p\beta$, hence
\begin{equation}
\beta=\frac{1-p}{2+p},\qquad g_{\rm in}=\frac{3G_0}{2+p}.
\label{beta}
\end{equation}
The homogeneous sphere has dipole strength $\beta G_0R^3$. Equating it to (\ref{cluster}) gives $\beta=f/2$, so
\begin{align}
f(2+p)&=2(1-p),\\
p(2+f)&=2(1-f),\\
p&=\frac{1-f}{1+f/2}.
\label{maxwell}
\end{align}
This is Maxwell's formula.

It can be checked against (\ref{exact}). From (\ref{beta}), the macroscopic gradient inside the equivalent sphere is $g_{\rm in}=G_0(1+\beta)=G_0(1+f/2)$. The spheres see $G_0$ on average, so
\begin{equation}
A=\frac{G_0}{g_{\rm in}}=\frac{1}{1+f/2},
\label{local}
\end{equation}
and
\begin{equation}
1-\frac32\frac{f}{1+f/2}
=\frac{1+f/2-3f/2}{1+f/2}=\frac{1-f}{1+f/2}.
\end{equation}
The two routes agree. Maxwell's improvement over the dilute law is the distinction between the gradient incident on a sphere and the larger macroscopic gradient.

For small $f$, (\ref{maxwell}) expands to $1-\tfrac32f+\tfrac34f^2-\cdots$, which recovers (\ref{dilute}). For $f\to1$ it gives $p\to0$, but equal spheres cannot fill space, so that end of the formula needs a different geometry.

\section{A geometry that obeys the formula}

Surround an impermeable core of radius $a$ by a shell of matrix with outer radius $b$, choosing $a^3/b^3=f$. Can this coated sphere sit in a medium of relative permeability $p$ without disturbing the uniform gradient $G$ outside?

In the shell the no-flux solution is $c=C(r+a^3/2r^2)\cos\theta$. At $r=b$, concentration and flux must match $Gr\cos\theta$:
\begin{equation}
C\left(1+\frac f2\right)=G,\qquad C(1-f)=pG .
\end{equation}
Dividing the second equation by the first gives (\ref{maxwell}). Such units can therefore replace pieces of the medium one after another without changing the field elsewhere. With units of all sizes, down to arbitrarily small ones, they can fill the space. In that limit the composite obeys Maxwell's formula at any $f<1$. A numerical integration of the radial equation at $f=0.50$ gives $p=0.4000$, as the formula requires.

The same construction shows what a slight leakage through the spheres does. Let the core have relative permeability $\kappa$. Equation (\ref{beta}), applied to the core, replaces the dipole factor $1/2$ by $\beta_\kappa=(1-\kappa)/(2+\kappa)$, and the matching at $b$ becomes
\begin{equation}
p=\frac{1-2f\beta_\kappa}{1+f\beta_\kappa}.
\end{equation}
For $\kappa=0$ this returns (\ref{maxwell}); for $\kappa=1$ it gives $p=1$, as it must when the spheres are no obstacle.

\section{Equal spheres: ordered and random}

For equal spheres the formula is an approximation. A simple cubic lattice was solved with the full field in the unit cell, not just the dipoles:
\begin{center}
\begin{tabular}{cccc}
$f$ & $p$, Maxwell & $p$, lattice & $A$, lattice\\
0.10 & 0.8571 & 0.8571 & 0.9526\\
0.20 & 0.7273 & 0.7267 & 0.9110\\
0.30 & 0.6087 & 0.6057 & 0.8763\\
0.40 & 0.5000 & 0.4901 & 0.8498
\end{tabular}
\end{center}
At $f=0.40$ the dilute law gives 0.40, while Maxwell's value is 2\% above the lattice result. The lattice has $A=0.8498$, against $1/1.2=0.8333$ from (\ref{local}). Relation (\ref{exact}) turns this into $p=1-0.6\times0.8498=0.4901$. Integrating the flux directly over the middle plane of the cell also gives 0.4901.

In a random suspension some neighbours come much closer than in the lattice. Their leading effect can be estimated from pairs. Measure the separation $s$ in units of $a$. By (\ref{one}), a sphere with incident gradient $g$ sends its partner a gradient $-g/s^3$ if the applied gradient lies along the line of centres, and $+g/(2s^3)$ if it lies across it. Both spheres see the same $g$, so in the dipole approximation
\begin{equation}
\frac{g_\parallel}{G_0}=\frac{1}{1+s^{-3}},\qquad
\frac{g_\perp}{G_0}=\frac{1}{1-\tfrac12s^{-3}} .
\end{equation}
One direction is parallel and two are perpendicular. In the average the terms in $s^{-3}$ cancel, which is Maxwell's premise again, but the next ones do not:
\begin{equation}
\frac{g_\parallel+2g_\perp}{3G_0}-1
\simeq\frac13\left(1+\frac24\right)\frac1{s^6}=\frac{1}{2s^6}.
\end{equation}
If all non-overlapping positions are equally likely, the mean number of neighbours between $s$ and $s+ds$ is $3fs^2ds$. The mean incident gradient rises above $G_0$ by the fraction
\begin{equation}
3f\int_2^\infty\frac{s^2}{2s^6}\,ds
=\frac{3f}{2}\,\frac{1}{3\cdot2^3}=\frac{f}{16}.
\end{equation}
Close spheres also excite higher harmonics in each other. Solving the two-sphere problem with these included replaces $1/16$ by $A_2=0.108$.

The cluster dipole is now $\beta=\tfrac12f(1+A_2f)$. Solving (\ref{beta}) for $p$ gives $p=(1-2\beta)/(1+\beta)$, with slope $dp/d\beta=-3/(1+\beta)^2$. To order $f^2$ the slope may be taken as $-3$, and the change from Maxwell's value is
\begin{equation}
\Delta p\simeq-3\cdot\frac12A_2f^2=-\frac32A_2f^2 .
\label{random}
\end{equation}
At $f=0.20$ this term alone would lower $p$ from 0.7273 to about 0.721, or by roughly 0.9\%. Higher orders in $f$ are not negligible at this loading: the plain series $1-\tfrac32f+(\tfrac34-\tfrac32A_2)f^2$, equivalent to the same order, gives 0.7235, a reduction of only 0.5\%. The number indicates the size of the effect and is not an accurate correction. The lattice value, 0.7267, lies much closer to Maxwell's. Equation (\ref{random}) is a leading correction for well-dispersed spheres; it does not describe aggregates or dense packings.

\section{Filling is slower by a different factor}

The steady flux is reduced by $p$, but a film with spheres also has less matrix to fill. If $c$ varies slowly over many spheres, the content per total volume is $(1-f)c$, and conservation along the depth $x$ gives
\begin{equation}
(1-f)\frac{\partial c}{\partial t}=pD_0\frac{\partial^2c}{\partial x^2}.
\end{equation}
The transient diffusivity is therefore
\begin{equation}
D=\frac{pD_0}{1-f}=\frac{D_0}{1+f/2}.
\label{transient}
\end{equation}
The lost volume cancels, leaving only the weaker mean gradient in the matrix.

To test the distinction, the decay rate of a long-wavelength disturbance was computed in a row of four cubic cells on a coarse grid. The sphere fraction on the grid was 0.1960. The result was $D/D_0=0.882$, compared with 0.911 from (\ref{transient}) and 0.732 for $p$. It lies 3\% below the predicted diffusivity. This value is not converged in the grid. Halving the spacing raises it to 0.894, and a smoothly represented sphere surface gives 0.905 in the same row and 0.908 in a longer one, against 0.909 from (\ref{transient}) at $f=0.20$. Most of the gap therefore comes from the stepped surface, and only about 0.3\% from the finite wavelength. The result is nevertheless 20\% above $p$, which is thereby excluded as the transient factor.

Now let a film of thickness $L$ start empty, with $c=c_0$ held at its top and no flux through its base. The missing concentration $c_0-c$ vanishes at the top and has zero slope at the base. Its slowest mode is $\sin(\pi x/2L)$, which decays at the rate $\pi^2D/4L^2$. The initial deficit $c_0$ has the coefficient
\begin{equation}
\frac{2}{L}\int_0^Lc_0\sin\frac{\pi x}{2L}\,dx=\frac{4c_0}{\pi},
\end{equation}
and the mean of the mode over the film is $2/\pi$. The unfilled fraction at late times is thus $(8/\pi^2)\exp(-\pi^2Dt/4L^2)$. The next mode decays nine times as fast and is negligible by then. Setting the fraction to $0.1$ gives the time for 90\% filling,
\begin{equation}
t_{90}=\frac{4}{\pi^2}\ln\!\left(\frac{80}{\pi^2}\right)\frac{L^2}{D}
=0.8481\,\frac{L^2}{D}.
\end{equation}
A discretized slab is filled to 0.9000 at this time.

\section{A silica-loaded polystyrene film}

Take $f=0.20$, $a=20$ nm and $L=500$ nm. Let $D_0=10^{-10}$ cm$^2$/s and $c_0=10^{-4}$ mol/cm$^3$ at 363 K and 1 Torr. These are round model values for vapour infiltration, not measurements of a particular precursor. Thickness, temperature and $c_0$ are held fixed when films with and without spheres are compared.

Maxwell's formula gives $p=0.80/1.10=0.727$. If the film is supported on an open substrate and the far side absorbs every arriving molecule, the steady flux without spheres is
\begin{equation}
\frac{D_0c_0}{L}=\frac{10^{-10}\times10^{-4}}{5\times10^{-5}}
=2.00\times10^{-10}\ \frac{\rm mol}{\rm cm^2\,s}.
\end{equation}
With spheres it is $1.45\times10^{-10}$ mol/(cm$^2$\,s), a reduction of 27\%.

For a film sealed at its base, $L^2/D_0=25$ s. Filling to 90\% takes $0.8481\times25=21.2$ s without spheres. With them $D=D_0/1.10$, and the time is 23.3 s. The flux falls by 27\%, but filling takes only 10\% longer.

Several neglected effects can be sized for the same film. Changes in $p$ are relative to Maxwell's value.

\begin{itemize}
\item \emph{Molecular size.} The centre of a molecule 0.6 nm in diameter stays 0.3 nm from a sphere. The effective fraction is $0.20(1+0.3/20)^3=0.2091$, and $p$ falls by 1.6\%.
\item \emph{Film faces.} Spheres cannot protrude, so their fraction is lower near the faces and rises to 0.2174 inside. Treating thin layers as resistances in series lowers $p$ by about 0.5\%. This is rough: the formula is applied over distances comparable with $a$, and the influence of a face held at fixed concentration on the nearby spheres, which acts in the opposite direction, is left out.
\item \emph{Leakage.} A sphere permeability of $\kappa=10^{-3}$ raises $p$ by 0.05\%.
\item \emph{Temperature.} With an assumed diffusion barrier of 0.5 eV, a film 5 K warmer has a 24\% larger $D_0$. This changes fluxes and times, but not the ratio $p$.
\item \emph{Swelling.} For a molar volume of 100 cm$^3$/mol, the dissolved precursor occupies 1.0\% of the matrix volume. Its effect on $D_0$ is not included.
\end{itemize}

In a real film the assumption of inert surfaces may fail. Silica usually carries hydroxyl groups, and many metal precursors react with them. Take two reactive sites per nm$^2$, a rough value, each binding one molecule. The sphere area per film volume is $3f/a$, so the site density is $n_s=3(0.20)(2)/20=0.0600$ nm$^{-3}$. The matrix dissolves $n_0=0.0602$ molecules per nm$^3$, but fills only 80\% of the film. The sites can thus hold 1.25 times as many molecules as the matrix.

Suppose binding is fast and irreversible, so that all sites are saturated down to a sharp front at depth $x$ and no free precursor lies beyond it. If the concentration behind the front has its steady, linear profile, equating the flux supplied to the front with the rate of binding gives
\begin{equation}
\frac{pD_0n_0}{x}=n_s\frac{dx}{dt},\qquad
t_s=\frac{n_s}{n_0}\frac{L^2}{2pD_0}\approx17\ {\rm s}.
\end{equation}
The linear profile requires far more sites than dissolved molecules, which is not the case here, so $t_s$ only indicates a scale; counting the precursor stored behind the front lengthens it to about 21 s. It is comparable with the whole filling time of 23.3 s computed for inert spheres, so binding can delay filling by much more than the 2.1 s added by obstruction. Once the sites are full, this model returns to the same steady $p$. Polystyrene also softens near roughly 370 K, so at 363 K a constant $D_0$ is itself a simplification. Aggregated silica would break the assumption of well-dispersed spheres, and the pair estimate does not cover that case.

The formula must not be carried over to precursor gas in the pores of a nanopowder. At 363 K and 1 Torr, the estimated mean free path is about 24 $\mu$m, roughly 1200 times the sphere radius. In pores comparable in size with the spheres, molecules then collide mainly with walls, and a local Fick law with the bulk gas diffusivity does not hold. In the polymer, by contrast, diffusion proceeds by steps of molecular size, and a continuum description around a 20 nm sphere is reasonable. It also has to be assumed that the polymer next to the silica conducts like the bulk. A layer only 2 nm thick with twice the bulk diffusivity, at the same solubility, would raise $p$ by about 10\%, more than any change in $p$ listed above. Maxwell's formula alone therefore cannot predict the flux through a real composite whose interfaces are unknown. The main values of the example are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
TESTS OF THE FORMULA
dipole cluster: 257 spheres, mean incident/applied gradient 1.0008
simple cubic lattice: f, p Maxwell, p lattice, A lattice
  0.05  0.9268  0.9268  0.9756
  0.10  0.8571  0.8571  0.9526
  0.20  0.7273  0.7267  0.9110
  0.30  0.6087  0.6057  0.8763
  0.40  0.5000  0.4901  0.8498
lattice p at f=0.40 from direct flux: 0.4901
coated sphere p at f=0.50, integrated: 0.4000
random-pair coefficient A2: 0.108
voxel test: f=0.1960, D/D0=0.882, formula 0.911, p=0.732
slab filled fraction at t90: 0.9000
EXAMPLE INPUTS (rough model values)
f=0.20, sphere radius=20 nm, film=500 nm
D0=1.0e-10 cm2/s, dissolved c0=1.0e-04 mol/cm3
temperature=363 K, pressure=1 Torr
molecule diameter=0.6 nm, kappa=1e-03
surface sites=2 per nm2, barrier=0.5 eV
precursor molar volume=100 cm3/mol
EXAMPLE RESULTS
permeability ratio p: 0.7273; dilute law: 0.7000
incident-gradient factor A in Maxwell: 0.9091
transient diffusivity: 9.091e-11 cm2/s, ratio 0.9091
steady flux without spheres: 2.000e-10 mol/(cm2 s)
steady flux with spheres: 1.455e-10 mol/(cm2 s)
t90 coefficient of L^2/D: 0.8481
t90 without spheres: 21.2 s; with spheres: 23.3 s
NEGLECTED EFFECTS
random pairs: p=0.7208, change -0.89 %
molecule size: f=0.2091, p=0.7160, change -1.55 %
permeable spheres: p=0.7276, change 0.05 %
film faces: inner f=0.2174, p=0.7240, change -0.45 %
dissolved molecules in matrix: 0.0602 per nm3
surface sites per film volume: 0.0600 per nm3
sites / dissolved molecules in film: 1.25
time to saturate sites, sharp-front estimate: 17.1 s
precursor volume / matrix volume: 1.0 %
D0 increase for 5 K warmer film: 24 %
gas mean free path: 23.5 um; divided by sphere radius: 1175
\end{verbatim}
